# Direct One-Phonon Spin Relaxation: Kramers and Non-Kramers Field Laws

Suppose that the relaxation rate of a Kramers doublet is estimated as if a strain could flip it directly. For the tin-vacancy doublet treated below, at 0.1 T, the estimate is too large by a factor of about $1.8\times10^5$. Its field dependence is wrong too: halving the field would seem to lengthen the lifetime fourfold, while the one-phonon process lengthens it sixteenfold. The error lies in the matrix element, which time reversal forces to vanish at zero field.

## Setting and theorem

Atomic units are used in the algebra, with $\hbar=k_B=1$, so $T$ is an energy. Two levels $a$ (upper) and $b$ (lower) of a defect are separated by $\omega$. The assumptions are these.

1. The crystal is large and elastically isotropic, with density $\rho$, longitudinal and transverse sound speeds $c_l$ and $c_t$, and phonons in thermal equilibrium. The phonon of energy $\omega$ is long compared with the defect.
2. The defect couples linearly to the strain, $V=\sum_{ij}\varepsilon_{ij}M_{ij}$, where the $M_{ij}=M_{ji}$ are Hermitian operators, even under time reversal. Their elements $m_{ij}=\langle b|M_{ij}|a\rangle$ have zero trace, $\sum_i m_{ii}=0$: pure compression does not connect the levels.
3. The levels are degenerate at $B=0$ and split in proportion to $B$. The field direction is held fixed. All other levels lie at distances $\Delta_n\gg\omega$ or are not mixed in by the field.
4. One-phonon transitions between $a$ and $b$ are the only relaxation path counted.

Define
$$K=\frac{2}{15c_l^5}+\frac{1}{5c_t^5},\qquad S=\sum_{ij}|m_{ij}|^2 .$$

**Theorem.** The population difference relaxes at the rate
$$W=\frac{K\omega^3S}{2\pi\rho}\coth\frac{\omega}{2T}\;\longrightarrow\;\frac{K\omega^2T\,S}{\pi\rho}\qquad(T\gg\omega).\tag{1}$$
At leading order in $B$, $W\propto B^2T$ for a non-Kramers pair whose $S$ is nonzero at $B=0$. For a Kramers doublet $S\propto B^2$, hence $W\propto B^4T$, provided the element linear in $B$ does not vanish for another reason.

"High temperature" here means $T\gg\omega$ and nothing more. Assumption 4 also requires $T$ to be far below the excited levels, as the numbers will show.

## Lemma 1: the phonon average

**Lemma 1.** With the sum over all three polarizations, the downward rate is $\Gamma_\downarrow=K\omega^3(n+1)S/(2\pi\rho)$, where $n=1/(e^{\omega/T}-1)$.

*Proof.* In a volume $\Omega$, with real unit polarization vectors $\mathbf e$,
$$\mathbf u(\mathbf r)=\sum_{\mathbf k,p}\frac{\mathbf e}{\sqrt{2\rho\Omega\omega_k}}\left(a_{\mathbf kp}e^{i\mathbf k\cdot\mathbf r}+a^\dagger_{\mathbf kp}e^{-i\mathbf k\cdot\mathbf r}\right).$$
The strain $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$ at the defect, $\mathbf r=0$, is
$$\varepsilon_{ij}=\sum_{\mathbf k,p}\frac{i}{\sqrt{2\rho\Omega\omega_k}}\,\frac{k_ie_j+k_je_i}{2}\,(a_{\mathbf kp}-a^\dagger_{\mathbf kp}).$$
Because $m_{ij}$ is symmetric, the two halves contribute equally. Emission into a mode holding $n$ phonons therefore has the squared element
$$\frac{k^2(n+1)}{2\rho\Omega\omega_k}|A|^2,\qquad A=\sum_{ij}\hat k_ie_jm_{ij}.$$
The golden rule multiplies this by $2\pi\delta(\omega_k-\omega)$ and sums over modes. With $k=\omega_k/c$,
$$\sum_{\mathbf k}\to\frac{\Omega}{2\pi^2c^3}\int d\omega_k\,\omega_k^2\,\langle\cdots\rangle,$$
where the brackets denote the average over directions. One branch thus gives
$$2\pi\cdot\frac{\Omega\omega^2}{2\pi^2c^3}\cdot\frac{\omega^2}{c^2}\cdot\frac{n+1}{2\rho\Omega\omega}\langle|A|^2\rangle=\frac{\omega^3(n+1)}{2\pi\rho c^5}\langle|A|^2\rangle .$$

For the average, isotropy and symmetry require
$$\langle\hat k_i\hat k_j\hat k_p\hat k_q\rangle=C(\delta_{ij}\delta_{pq}+\delta_{ip}\delta_{jq}+\delta_{iq}\delta_{jp}).$$
Setting $i=j$, $p=q$ and summing gives $1=C(9+3+3)$, so $C=1/15$. For the longitudinal branch $\mathbf e=\hat{\mathbf k}$, and the vanishing trace removes the first term:
$$\langle|A|^2\rangle_l=\frac{|\sum_im_{ii}|^2+2S}{15}=\frac{2S}{15}.$$
For the transverse branches put $v_j=\sum_i\hat k_im_{ij}$. The two polarizations and $\hat{\mathbf k}$ form a complete set, so the sum of $|\mathbf e\cdot\mathbf v|^2$ over both is $|\mathbf v|^2-|\hat{\mathbf k}\cdot\mathbf v|^2$. Since $\langle\hat k_i\hat k_p\rangle=\delta_{ip}/3$, its average is $S/3-2S/15=S/5$. Adding the branches produces $K$. $\square$

An explicit sum over the modes of a periodic box, for a random traceless matrix $m_{ij}$ and with the delta function replaced by a Gaussian of standard deviation $0.04\,\omega$, gave 1.0048 times the formula for each kind of branch. The excess is that of the line width: the average of $\omega_k^3$ over the Gaussian is $\omega^3(1+3\times0.04^2)=1.0048\,\omega^3$.

*Proof of (1).* Absorption replaces $n+1$ by $n$. With $p_a+p_b=1$,
$$\dot p_a=-\Gamma_\downarrow p_a+\Gamma_\uparrow p_b=\Gamma_\uparrow-(\Gamma_\downarrow+\Gamma_\uparrow)p_a,$$
so $W=\Gamma_\downarrow+\Gamma_\uparrow$, which contains $2n+1=\coth(\omega/2T)$. From $\coth x=1/x+x/3+\dots$,
$$W=\frac{K\omega^2TS}{\pi\rho}\left(1+\frac{\omega^2}{12T^2}+\dots\right).\tag{2}$$
$\square$

In the opposite limit $T\ll\omega$, $\coth(\omega/2T)\to1$ and spontaneous emission remains. Then $W\propto\omega^3S$, independent of $T$: $B^3$ for the non-Kramers pair and $B^5$ for the Kramers doublet.

## Lemma 2: what time reversal allows

Let $\Theta$ be time reversal. It is antiunitary, $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$, with $\Theta^2=+1$ for integer and $-1$ for half-integer total spin. Let $X$ be Hermitian with $\Theta X\Theta^{-1}=\eta X$, where $\eta=+1$ for strain operators and $-1$ for the Zeeman operator. Since $X\Theta\chi=\eta\,\Theta X\chi$,
$$\langle\Theta\phi|X|\Theta\chi\rangle=\eta\langle\Theta\phi|\Theta X\chi\rangle=\eta\langle X\chi|\phi\rangle=\eta\langle\chi|X|\phi\rangle.\tag{3}$$

**Lemma 2.** For an even operator $V$, $\langle\Theta a|V|a\rangle=0$ if $\Theta^2=-1$. If $\Theta^2=+1$, time reversal places no restriction on it.

*Proof.* Put $\phi=a$, $\chi=\Theta a$ in (3). The left side is $\Theta^2\langle\Theta a|V|a\rangle$ and the right side is $\langle\Theta a|V|a\rangle$. For $\Theta^2=-1$ the element equals its own negative; for $\Theta^2=+1$ the equation is an identity. $\square$

Equation (3) with $\phi=\chi=a$ also gives $\langle\Theta a|V|\Theta a\rangle=\langle a|V|a\rangle$. Inside a Kramers doublet, every strain operator is therefore a multiple of the unit matrix.

A non-Kramers pair needs another reason, such as an axial symmetry, to be degenerate at $B=0$. If its strain element is nonzero there, $S$ is constant at leading order and (1) gives $W\propto\omega^2T\propto B^2T$. This proves the first half of the theorem.

## Lemma 3: the element returned by the field

Let $Z\propto B$ be the Zeeman term. In a Kramers doublet (3) gives $\langle\Theta a|Z|\Theta a\rangle=-\langle a|Z|a\rangle$. We choose $a$ to diagonalize $Z$ within the doublet; its partner is then $b=\Theta a$.

**Lemma 3.** To first order in $B$,
$$\langle b'|V|a'\rangle=-\sum_n\frac{V_{bn}Z_{na}+Z_{bn}V_{na}}{\Delta_n}=-2\sum_n\frac{V_{bn}Z_{na}}{\Delta_n},\tag{4}$$
where $n$ runs over the excited states and primes mark states in the field.

*Proof.* The perturbed states are
$$|a'\rangle=|a\rangle+\kappa_a|b\rangle-\sum_n\frac{Z_{na}}{\Delta_n}|n\rangle,\qquad |b'\rangle=|b\rangle+\kappa_b|a\rangle-\sum_n\frac{Z_{nb}}{\Delta_n}|n\rangle.$$
The coefficients $\kappa$ are at most of order $B$, being a coupling of second or higher order divided by a first-order splitting. They contribute $\kappa_aV_{bb}+\kappa_b^*V_{aa}=(\kappa_a+\kappa_b^*)V_{aa}$, because $V$ is a multiple of unity in the doublet. Orthogonality of $a'$ and $b'$ at first order requires $\kappa_a+\kappa_b^*=0$, so this part vanishes. The zero-field term $V_{ba}$ vanishes by Lemma 2. What remains is the first form of (4).

Now compare the excited state $n$ with its partner $\bar n=\Theta n$, which has the same $\Delta_n$. From (3), $V_{b\bar n}=\langle\Theta a|V|\Theta n\rangle=V_{na}$. Since $\Theta b=\Theta^2a=-a$, an operator $X$ of parity $\eta$ obeys
$$X_{\bar na}=-\langle\Theta n|X|\Theta b\rangle=-\eta X_{bn}.$$
Therefore
$$V_{b\bar n}X_{\bar na}=-\eta\,X_{bn}V_{na}.\tag{5}$$
For $X=Z$, $\eta=-1$, and the path "$Z$ then $V$" through $\bar n$ equals the path "$V$ then $Z$" through $n$. Summed over all $n$, the two terms of (4) are equal, which gives the second form. $\square$

Equation (5) shows the Van Vleck cancellation path by path. If $X$ is a second even operator, for example a static strain, then $\eta=+1$ and the two paths cancel, although each may be large. The field is odd, so its paths add.

In a random six-state Kramers system the zero-field element was $1.6\times10^{-16}$, which is rounding error, and the slope of the element with field, found by diagonalization, agreed with (4) to five decimals.

*End of the proof of the theorem.* By (4) every $m_{ij}$ is linear in $B$, so $S\propto B^2$. With $\omega^2\propto B^2$, equation (1) gives $W\propto B^4T$. $\square$

## Two solvable models

Let both defects couple through
$$V=\beta\left[(\varepsilon_{xx}-\varepsilon_{yy})\tau_x+2\varepsilon_{xy}\tau_y\right],$$
with $\beta$ an energy per unit strain. Then $M_{xx}=-M_{yy}=\beta\tau_x$ and $M_{xy}=M_{yx}=\beta\tau_y$, so $S=2\beta^2(|\langle\tau_x\rangle_{ba}|^2+|\langle\tau_y\rangle_{ba}|^2)$. Writing the bracket as $2F^2$, (1) becomes
$$W=\frac{4\beta^2F^2K\omega^2T}{\pi\rho}.\tag{6}$$
Let $b_0=\mu_BB$, and take the spin $g$-factor as 2.

**Non-Kramers: the $\pm1$ pair of a spin triplet.** With the field on the axis the Zeeman term is $2b_0S_z$, so $\omega=4b_0$. Here $\tau_x=S_x^2-S_y^2=(S_+^2+S_-^2)/2$ and $\tau_y=S_xS_y+S_yS_x=(S_+^2-S_-^2)/2i$. Since $S_+^2|{-1}\rangle=2|{+1}\rangle$, both elements have modulus 1 and $F=1$:
$$W_N=\frac{64\beta^2K\,b_0^2\,T}{\pi\rho}.\tag{7}$$

A static strain that splits the pair by $\delta$ at $B=0$ changes its Hamiltonian to $2b_0\sigma_z+(\delta/2)\sigma_x$. Then $\omega^2=(4b_0)^2+\delta^2$, and the eigenstates are tilted by an angle $\zeta$ with $\cos\zeta=4b_0/\omega$. The element of $\sigma_x$ falls to $\cos\zeta$ while that of $\sigma_y$ stays 1 in modulus. Hence $2\omega^2F^2=\omega^2(1+\cos^2\zeta)=2(4b_0)^2+\delta^2$, and the $B^2$ law ends in a floor.

**Kramers: an orbital doublet with spin one half.** Let $l_z=\pm1$ label the orbital states, let $\mathbf s$ be the Pauli vector of the spin, and let $\lambda$ be the gap made by spin-orbit coupling:
$$H=\frac{\lambda}{2}l_zs_z+\mathbf b\cdot\mathbf s,\qquad|\mathbf b|=b_0,$$
with $\mathbf b$ at angle $\theta$ to the axis. The operators $\tau_x,\tau_y$ are now Pauli matrices that flip $l_z$ and leave the spin alone. For each $l_z$ the spin sees one vector, $\mathbf n_\pm=\mathbf b\pm(\lambda/2)\hat{\mathbf z}$, and its lower level is $-|\mathbf n_\pm|$ with the spin antiparallel to it. Hence $\omega=\big||\mathbf n_+|-|\mathbf n_-|\big|$, and $F$ is the overlap of two spin states whose directions differ by the angle $\alpha$ between $\mathbf n_+$ and $\mathbf n_-$: $F=\cos(\alpha/2)$.

At weak field, $|\mathbf n_+|^2-|\mathbf n_-|^2=2\lambda b_0\cos\theta$ and $|\mathbf n_+|+|\mathbf n_-|\approx\lambda$, so $\omega\approx2b_0|\cos\theta|$. Also $|\mathbf n_+\times\mathbf n_-|=\lambda b_0\sin\theta$ and $|\mathbf n_+||\mathbf n_-|\approx\lambda^2/4$, so $\sin\alpha\approx4b_0\sin\theta/\lambda$ with $\alpha$ close to $\pi$. Therefore
$$F\approx\frac{\pi-\alpha}{2}\approx\frac{2b_0\sin\theta}{\lambda}.$$
This is (4) with two equal paths, each of size $b_0\sin\theta/\lambda$. Equation (6) gives
$$W_K=\frac{64\beta^2K\,b_0^4\,T}{\pi\rho\lambda^2}\sin^2\theta\cos^2\theta.\tag{8}$$
The leading rate vanishes at $\theta=0$, where the field mixes nothing, and at $90^\circ$, where the splitting vanishes. It is largest at $45^\circ$.

**Remark on lattice rotation.** A sound wave also turns the defect axis. To first order in the angle this adds $l_zs_x$ and $l_zs_y$ to the Kramers model, which keep $l_z$, while the two ground states have opposite $l_z$. In the triplet it adds $S_xS_z+S_zS_x$ and its $y$ counterpart, which change $S_z$ by one unit, not two. Neither ideal pair relaxes this way.

## Numbers for two defects in diamond

The non-Kramers case is the $\pm1$ pair of the negative nitrogen-vacancy centre (NV), with $\beta=5\times10^{-5}$ eV. The Kramers case is the ground doublet of the negative tin-vacancy centre (SnV), with $\beta=3$ eV, $\lambda=3.5\times10^{-3}$ eV and $\theta=45^\circ$. The host has $\rho=3.5$ g/cm³, $c_l=18$ km/s and $c_t=12$ km/s. All are rough values; the NV $\beta$ stands for the overall size of the spin-strain coupling rather than for this one component, as discussed at the end.

At 0.1 T, $b_0=5.79\times10^{-6}$ eV. The NV splitting is $4b_0=2.3\times10^{-5}$ eV. For SnV, $\omega=2b_0\cos45^\circ=8.2\times10^{-6}$ eV and
$$F=\frac{2(5.79\times10^{-6})(0.707)}{3.5\times10^{-3}}=2.34\times10^{-3}.$$
The opening factor is $1/F^2$. At 1 K the thermal energy is $8.6\times10^{-5}$ eV, above both splittings.

With $\hbar$ restored and $\omega$ an angular frequency, (6) reads $W=4\beta^2F^2K\omega^2k_BT/(\pi\rho\hbar^2)$. In SI units $K=8.74\times10^{-22}$, and for NV $\beta=8.01\times10^{-24}$ and $\omega=3.52\times10^{10}$, so
$$W_N=\frac{4(8.01\times10^{-24})^2(8.74\times10^{-22})(3.52\times10^{10})^2(1.38\times10^{-23})}{\pi(3500)(1.055\times10^{-34})^2}\approx3.1\times10^{-5}\ \mathrm{s^{-1}}.$$
Dividing (8) by (7) gives the SnV rate:
$$\frac{W_K}{W_N}=\left(\frac{3}{5\times10^{-5}}\cdot\frac{5.79\times10^{-6}\times0.5}{3.5\times10^{-3}}\right)^2\approx2.5\times10^3,$$
hence $W_K\approx0.077$ s⁻¹. The times $1/W$ are about 9 h and 13 s. The Kramers doublet is the faster of the two because its strain coupling is 60,000 times larger, which outweighs the suppression.

Diagonalization with the full $\coth$ gives, at 1 K:

| $B$ (T) | NV (s⁻¹) | SnV (s⁻¹) |
|---|---|---|
| 0.05 | $7.9\times10^{-6}$ | $4.8\times10^{-3}$ |
| 0.10 | $3.2\times10^{-5}$ | $7.7\times10^{-2}$ |
| 0.20 | $1.3\times10^{-4}$ | $1.2$ |

Between the first two fields the exponents are 2.0065 and 4.0008. The small excess is the correction in (2), which at 0.1 T is 0.6% of the leading rate for NV and 0.08% for SnV.

## Where the laws stop

**Two-phonon relaxation.** In the ideal SnV model the strain coupling $V$ always flips $l_z$, so two such phonons cannot join the ground states. A strain phonon paired with a rotation phonon, which flips the spin, can do so, but weakly: about $3\times10^{-7}$ of the direct rate at 0.1 T and 1 K, and a few $10^{-4}$ at 2 K. A static strain term of $10^{-4}$ eV opens a much stronger path. It leaves the direct exponent at 4.001 and lowers the direct rate by 0.65%. The estimated rates relative to the direct one are then:

| $B$, $T$ | Orbach | Raman |
|---|---|---|
| 0.10 T, 1 K | $1\times10^{-8}$ | 0.002 |
| 0.05 T, 1 K | $2\times10^{-7}$ | 0.03 |
| 0.10 T, 2 K | 3 | 0.5 |

Halving the field raises both ratios about sixteenfold, so these two rates hardly depend on field here, and they must win at low enough field. At 2 K the direct part is still linear in $T$, but the total is not. The Raman figures count only phonons below half the gap $\lambda$. At 2 K the phonons that matter reach this cut-off, so the figure there is only an order of magnitude. The Orbach figures are rough: they ignore coherence in the upper doublet, whose decay rate, $5\times10^{10}$ s⁻¹, exceeds the ground-state precession rate, $1.2\times10^{10}$ rad/s. Keeping this coherence roughly halves all three.

**Zero-field floors.** For NV, a static strain term of $2\times10^{-8}$ eV gives $\delta=4\times10^{-8}$ eV, and the floor equals the $B^2$ part at 0.12 mT if the nitrogen nucleus is ignored. The hyperfine field of nitrogen-14 is equivalent to about $\pm0.08$ mT for two of its three spin states, so it shifts this crossing noticeably. For a Kramers doublet, a hyperfine field is odd under reversal of the electron alone and can keep the element finite as $B\to0$. The rate then falls more slowly than $B^4$, but it has a floor only if the levels joined by that element also stay split. The SnV example therefore assumes a tin nucleus without spin and neglects nearby carbon-13.

**Real centres.** The calculated times are model results, not measured lifetimes. For NV, the rate between the $0$ and $+1$ levels is 0.52 of the pair rate if its strain coupling is $2\beta[\varepsilon_{xz}(S_xS_z+S_zS_x)+\varepsilon_{yz}(S_yS_z+S_zS_y)]$ with the same $\beta$, so $W_N$ is not the full relaxation rate of the triplet. The threefold axis also lets $\varepsilon_{xz}$ and $\varepsilon_{yz}$ flip the $\pm1$ pair itself, which $W_N$ leaves out. In the isotropic model a second coupling $\beta'(\varepsilon_{xz}\tau_x-\varepsilon_{yz}\tau_y)$ adds the fraction $(\beta'/\beta)^2/4$ to the pair rate, so it dominates if $\beta'$ is much larger than $\beta$. First-principles spin-strain constants point to this case, with $\beta\approx6\times10^{-6}$ eV and $|\beta'|\approx4\times10^{-5}$ eV. The second coupling then gives about twelve times the first, and the pair rate at 0.1 T and 1 K is near $6\times10^{-6}$ s⁻¹, about five times below $W_N$. The $B^2T$ law is unchanged. The zero-field splitting between the $0$ level and the pair is about $1.2\times10^{-5}$ eV, close to $2b_0$ at 0.1 T. The $0$ and $-1$ levels therefore nearly cross there, and a field slightly off the axis mixes them; the NV rate at 0.1 T holds only for an accurately aligned field, since a tilt of $1^\circ$ already lowers $F^2$ by about a tenth. For SnV, an orbital magnetic term of relative size 0.1 multiplies the rate by 0.81 or 1.21, depending on its sign, and a second strain coupling $\beta(\varepsilon_{xz}\tau_x-\varepsilon_{yz}\tau_y)$, with the same $\beta$ as the first, adds 25% in the isotropic model. The minus sign is required by the threefold axis of the centre. In cubic diamond the two couplings interfere, and the second adds 13–14% or 41–42%, depending on its sign; the last digit depends on the elastic constants used. Diamond is not elastically isotropic: the rates found with transverse speeds of 11.6 and 12.8 km/s differ by a factor of 1.6, and an average over the cubic sound modes gives, for the first coupling alone, about 0.87 of the isotropic rate used above. Small devices break the large-crystal assumption most plainly, since the transverse phonon at the SnV splitting is about 6000 nm long. In a thinner membrane or beam the mode density must be recalculated, and the size of that change is not estimated here. A phonon bottleneck, in which the resonant phonons fail to stay in equilibrium, is also left out.

The remaining digits are in the numerical output below.

## Computed results

```
NV = nitrogen-vacancy +-1 pair, SnV = tin-vacancy doublet
density 3.50 g/cm3
sound speeds: long. 18.0, trans. 12.0 km/s
NV strain coupling 5.0e-05 eV
NV zero-field splitting 1.20e-05 eV
SnV strain coupling 3.0 eV
SnV gap to upper doublet 3.50e-03 eV
SnV field angle 45 degrees
temperature 1.0 K, thermal energy 8.617e-05 eV
main field 0.10 T, mu_B*B 5.788e-06 eV
box sum / formula, longitudinal 1.0048
box sum / formula, transverse 1.0048
random Kramers: zero-field element 1.6e-16
random Kramers: slope numeric/formula 1.00000
NV splitting at main field 2.315e-05 eV
SnV splitting at main field 8.186e-06 eV
NV element (dimensionless) 1.0000
SnV element (dimensionless) 2.339e-03
B 0.05 T: NV rate 7.851e-06 1/s, SnV rate 4.825e-03 1/s
B 0.10 T: NV rate 3.154e-05 1/s, SnV rate 7.724e-02 1/s
B 0.20 T: NV rate 1.284e-04 1/s, SnV rate 1.239e+00 1/s
closed law at main field: NV 3.135e-05 1/s
closed law at main field: SnV 7.718e-02 1/s
1/W at main field: NV 8.81 h
1/W at main field: SnV 12.95 s
field exponent 0.05-0.1 T: NV 2.0065, SnV 4.0008
direct T exponent 1-2 K: NV 0.9935, SnV 0.9992
full rate / closed law: NV 1.00601
full rate / closed law: SnV 1.00075
Neglected effects:
NV static strain term 2.0e-08 eV
NV field where static floor equals B^2 part 0.122 mT
NV 0<->+1 rate / pair rate, equal coupling 0.519
SnV static strain term 1.0e-04 eV
SnV direct rate, strained/unstrained 0.9935
SnV field exponent with static strain 4.0008
SnV rate factor, orbital g-term -0.1: 1.210
SnV rate factor, orbital g-term +0.1: 0.810
SnV added fraction, equal second coupling 0.250
rate ratio, trans. speed 11.6 vs 12.8 km/s: 1.567
SnV trans. phonon wavelength 6063 nm
SnV upper-doublet decay rate 5.24e+10 1/s
SnV precession rate 1.24e+10 rad/s
SnV 0.10 T, 1 K, over direct: Orbach 9.53e-09, Raman 2.18e-03
SnV 0.05 T, 1 K, over direct: Orbach 1.52e-07, Raman 3.40e-02
SnV 0.10 T, 2 K, over direct: Orbach 3.25e+00, Raman 4.57e-01
```
